# The PAW nonadiabatic coupling vector and its translational sum rule, part 1

(Sections cited here and not found follow in the second part.)

Let $\psi_n(\mathbf r;R)$ be the orthonormal orbitals of a one-electron (or Kohn–Sham) Hamiltonian that depends on the nuclear positions $R=\{\mathbf R_a\}$. The nonadiabatic coupling vector of atom $a$ is
$$\mathbf d^a_{mn}=\langle\psi_m|\partial_a\psi_n\rangle,\qquad \partial_a=\partial/\partial\mathbf R_a .$$
It has the dimension of an inverse length. For one atom it depends on how the Hamiltonian changes when that atom is displaced (Remark 3), but translational symmetry ties the sum over atoms to a matrix element taken at the single geometry $R$. Displacing every nucleus by the same $\mathbf t$ moves the whole system, so in empty space each orbital moves rigidly, $\psi_n(\mathbf r)\to\psi_n(\mathbf r-\mathbf t)$ up to a phase, or up to a mixing of partners within a degenerate level. The derivative at $\mathbf t=0$ is $\sum_a\partial_a\psi_n$ by the chain rule and $-\nabla\psi_n$ by the form of the argument. For states of different energy the phase and the mixing drop out by orthogonality, and the sum must therefore be $-\langle\psi_m|\nabla|\psi_n\rangle$, with the minus sign coming from $\mathbf r-\mathbf t$. The projector augmented-wave (PAW) method works with smooth functions $\tilde\psi_n$ and a transformation $T$ that itself moves with the atoms. The theorem below states how $\mathbf d^a_{mn}$ is built from these objects and which gradient appears in the sum. The algebra is in atomic units, and vector equations hold for each Cartesian component.

## Definitions and assumptions

Each atom $a$ carries a sphere $\Omega_a$, all-electron partial waves $\phi_i^a$, pseudo partial waves $\tilde\phi_i^a$ and projectors $p_i^a$. With $\Delta\phi=\phi-\tilde\phi$,
$$T=1+\sum_aT_a,\qquad T_a=\sum_i|\Delta\phi_i^a\rangle\langle p_i^a|,\qquad \psi_n=T\tilde\psi_n .$$
The atom label is dropped inside expressions that refer to one sphere. The projections are $c_{ni}=\langle p_i|\tilde\psi_n\rangle$ and $c'_{ni}=\langle p_i|\nabla\tilde\psi_n\rangle$, and $P_a=\sum_j|\tilde\phi_j\rangle\langle p_j|$. Two matrices are integrals over $\Omega_a$:
$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad g_{ij}=\langle\phi_i|\nabla\phi_j\rangle-\langle\tilde\phi_i|\nabla\tilde\phi_j\rangle .$$
They define the working operators
$$S=1+\sum_a\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad D_a=\sum_{ij}|p_i\rangle q_{ij}\langle\partial_ap_j|-\sum_{ij}|p_i\rangle g_{ij}\langle p_j| .$$

**H1 (locality).** The spheres do not overlap. $\Delta\phi_i$ and $p_i$ are continuous and vanish on and outside the surface of their sphere, $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$, and every on-site function is a fixed function of $\mathbf r-\mathbf R_a$. Hence $q$ and $g$ do not depend on $R$.

**H2 (completeness).** For all geometries in a neighbourhood of $R$, the states considered satisfy $\tilde\psi_n=\sum_jc_{nj}\tilde\phi_j$ inside each sphere. A finite set of partial waves obeys this approximately.

**H3 (covariance).** Let $U(\mathbf t)$ act as $(Uf)(\mathbf r)=f(\mathbf r-\mathbf t)$. The Hamiltonian at the shifted geometry is $UHU^\dagger$, and $U$ maps the basis used in the calculation onto the same space. For the pseudo problem $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$, normalized by $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$ with $S$ positive definite, the same is assumed of $\tilde H$; for $S$ it follows from H1. H3 excludes potentials fixed in the laboratory. Plane waves satisfy the condition on the basis, since $U$ multiplies $e^{i\mathbf G\cdot\mathbf r}$ by $e^{-i\mathbf G\cdot\mathbf t}$. The condition on the Hamiltonian is separate: a potential or projector sampled on a real-space grid fixed in the cell obeys it only up to the aliasing error of that grid.

## Theorem

(A) Under H1,
$$\mathbf d^a_{mn}=\langle\tilde\psi_m|T^\dagger T|\partial_a\tilde\psi_n\rangle+\langle\tilde\psi_m|T^\dagger\,\partial_aT|\tilde\psi_n\rangle .$$

(B) Under H1 and H2,
$$\mathbf d^a_{mn}=\langle\tilde\psi_m|S|\partial_a\tilde\psi_n\rangle+\langle\tilde\psi_m|D_a|\tilde\psi_n\rangle .$$
The first terms of (A) and (B) differ in general, and so do the second terms, by opposite amounts.

(C) Under H1 and H3, for $\varepsilon_m\ne\varepsilon_n$, the right side of (A) summed over atoms is $-\langle\tilde\psi_m|T^\dagger\nabla T|\tilde\psi_n\rangle=-\langle\psi_m|\nabla|\psi_n\rangle$, and the right side of (B) summed over atoms is $-\mathbf G_{mn}$, where
$$\mathbf G_{mn}=\langle\tilde\psi_m|\nabla|\tilde\psi_n\rangle+\sum_a\sum_{ij}c^*_{mi}\,g_{ij}\,c_{nj}.$$
Under H2 at the geometry $R$, $\mathbf G_{mn}=\langle\psi_m|\nabla|\psi_n\rangle$.

A mixed form with $S$ in the first term and $T^\dagger\partial_aT$ in the second differs from $\mathbf d^a_{mn}$ by $-\delta_a$ (defined in Lemma 2) when read literally, and is exact in two readings: $S$ meaning $T^\dagger T$ as in (A), or $T^\dagger\partial_aT$ meaning $D_a$ as in (B). The gradient in the sum rule is the all-electron one and not $\langle\tilde\psi_m|\nabla|\tilde\psi_n\rangle$.

## Lemmas

**Lemma 1.** Under H1, $\langle\partial_ap_j|x\rangle=\langle p_j|\nabla x\rangle$ for any differentiable $x$, $\partial_aT=-[\nabla,T_a]$, and $\sum_a\partial_aT=-[\nabla,T]$.

*Proof.* For $f(\mathbf r-\mathbf R_a)$ the chain rule gives $\partial_af=-\nabla f$. Then $\langle\partial_ap_j|x\rangle=-\int(\nabla p_j^*)\,x=\int p_j^*\nabla x$, where the integration by parts leaves no surface term because $p_j$ vanishes on the surface. Only $T_a$ depends on $\mathbf R_a$, so the product rule gives
$$\partial_aT=-\sum_j|\nabla\Delta\phi_j\rangle\langle p_j|+\sum_j|\Delta\phi_j\rangle\langle p_j|\nabla=-\nabla T_a+T_a\nabla .$$
Continuity of $\Delta\phi_j$ ensures that $\nabla\Delta\phi_j$ has no delta function on the surface. Summing over $a$ and using $[\nabla,1]=0$ gives the last statement. ∎

**Lemma 2.** If $\tilde\psi_m$ is complete in every sphere at $R$, then for any $x$
$$\langle\tilde\psi_m|(S-T^\dagger T)|x\rangle=\sum_b\sum_ic^*_{mi}\langle\Delta\phi^b_i|(P_b-1)x\rangle,$$
$$\delta_a\equiv\langle\tilde\psi_m|(D_a-T^\dagger\partial_aT)|\tilde\psi_n\rangle=\sum_ic^*_{mi}\langle\Delta\phi^a_i|(P_a\nabla-\nabla P_a)\tilde\psi_n\rangle .$$

*Proof.* Inside $\Omega_b$ the functions $\Delta\phi$ of other atoms vanish, so $\psi_m=\tilde\psi_m+\sum_ic_{mi}\Delta\phi_i=\sum_ic_{mi}\phi_i$. Any $y$ confined to $\Omega_b$ therefore has $\langle\psi_m|y\rangle=\sum_ic^*_{mi}\langle\phi_i|y\rangle$. Since $\langle\tilde\psi_m|T^\dagger=\langle\psi_m|$,
$$\langle\psi_m|T|x\rangle=\langle\psi_m|x\rangle+\sum_{b,j}\langle\psi_m|\Delta\phi_j\rangle\langle p_j|x\rangle .$$
In the first term $\langle\psi_m|=\langle\tilde\psi_m|+\sum c^*_{mi}\langle\Delta\phi_i|$, and in the second $y=\Delta\phi_j$. This gives
$$\langle\psi_m|T|x\rangle=\langle\tilde\psi_m|x\rangle+\sum_{b,i}c^*_{mi}\langle\Delta\phi_i|x\rangle+\sum_{b,ij}c^*_{mi}\langle\phi_i|\Delta\phi_j\rangle\langle p_j|x\rangle .$$
Adding and subtracting $\langle\phi_i|\tilde\phi_j\rangle$ splits $q_{ij}=\langle\phi_i|\Delta\phi_j\rangle+\langle\Delta\phi_i|\tilde\phi_j\rangle$. In $\langle\tilde\psi_m|S|x\rangle=\langle\tilde\psi_m|x\rangle+\sum c^*_{mi}q_{ij}\langle p_j|x\rangle$ the first part of $q$ cancels the last term above, and what remains is $\sum c^*_{mi}\langle\Delta\phi_i|P_bx\rangle-\sum c^*_{mi}\langle\Delta\phi_i|x\rangle$, the first claim.

For the second, Lemma 1 gives $(\partial_aT)\tilde\psi_n=\sum_j(-\nabla\Delta\phi_j\,c_{nj}+\Delta\phi_j\,c'_{nj})$, which is confined to $\Omega_a$. Hence
$$\langle\tilde\psi_m|T^\dagger\partial_aT|\tilde\psi_n\rangle=\sum_{ij}c^*_{mi}\big[\langle\phi_i|\Delta\phi_j\rangle c'_{nj}-\langle\phi_i|\nabla\Delta\phi_j\rangle c_{nj}\big],$$
while $\langle\tilde\psi_m|D_a|\tilde\psi_n\rangle=\sum_{ij}c^*_{mi}[q_{ij}c'_{nj}-g_{ij}c_{nj}]$. Adding and subtracting $\langle\phi_i|\nabla\tilde\phi_j\rangle$ splits $g_{ij}=\langle\phi_i|\nabla\Delta\phi_j\rangle+\langle\Delta\phi_i|\nabla\tilde\phi_j\rangle$. Subtraction leaves
$$\delta_a=\sum_{ij}c^*_{mi}\big[\langle\Delta\phi_i|\tilde\phi_j\rangle c'_{nj}-\langle\Delta\phi_i|\nabla\tilde\phi_j\rangle c_{nj}\big],$$
and $\sum_j\tilde\phi_jc'_{nj}=P_a\nabla\tilde\psi_n$, $\sum_j\nabla\tilde\phi_jc_{nj}=\nabla P_a\tilde\psi_n$. ∎

Taking $x=\tilde\psi_n$ complete gives $(P_b-1)\tilde\psi_n=0$ in $\Omega_b$, so $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\langle\psi_m|\psi_n\rangle$. This is the sense in which $S$ represents $T^\dagger T$. The function $x=\partial_a\tilde\psi_n$ need not be complete, which is why the next lemma is needed.

**Lemma 3.** Under H2, $(P_a-1)(\partial_a+\nabla)\tilde\psi_n=0$ in $\Omega_a$, and $(P_b-1)\partial_a\tilde\psi_n=0$ in $\Omega_b$ for $b\ne a$.

*Proof.* A point in the interior of $\Omega_a$ stays inside for small displacements, so $\tilde\psi_n(\mathbf r;R)=\sum_jc_{nj}(R)\tilde\phi_j(\mathbf r-\mathbf R_a)$ may be differentiated there:
$$\partial_a\tilde\psi_n=\sum_j(\partial_ac_{nj})\tilde\phi_j-\sum_jc_{nj}\nabla\tilde\phi_j=\sum_j(\partial_ac_{nj})\tilde\phi_j-\nabla\tilde\psi_n .$$
So $(\partial_a+\nabla)\tilde\psi_n$ is a combination of the $\tilde\phi_j$, and $P_a\tilde\phi_j=\tilde\phi_j$ by duality. In $\Omega_b$ the partial waves do not depend on $\mathbf R_a$, so $\partial_a\tilde\psi_n=\sum_j(\partial_ac_{nj})\tilde\phi^b_j$ is itself such a combination. ∎

**Lemma 4.** Under H1, $g^\dagger=-g$ and $D_a+D_a^\dagger=\partial_aS$.

*Proof.* $g_{ij}+g^*_{ji}=\int_{\Omega_a}\nabla(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)$, which is a surface integral of a function that vanishes on the surface, where $\phi=\tilde\phi$. The $g$ parts of $D_a$ and $D_a^\dagger$ therefore cancel. The matrix $q$ is Hermitian and constant, so the $q$ parts add to $\sum(|p_i\rangle q_{ij}\langle\partial_ap_j|+|\partial_ap_i\rangle q_{ij}\langle p_j|)=\partial_aS$. ∎

**Lemma 5.** Under H3, $\sum_a\partial_a\tilde\psi_n=-\nabla\tilde\psi_n+\sum_k\tilde\psi_kW_{kn}$, where $k$ runs over the states with $\varepsilon_k=\varepsilon_n$ and $W$ is anti-Hermitian. The same holds for $\psi_n$.

*Proof.* Applying $U$ to $\tilde H\tilde\psi_k=\varepsilon_kS\tilde\psi_k$ and inserting $U^\dagger U=1$ shows that $U\tilde\psi_k$ solves the shifted problem with the same energy and norm. The states are assumed differentiable in $R$. At a degenerate level that single-atom displacements split, eigenstates differentiable in every $\mathbf R_a$ need not exist, and the $\tilde\psi_k$ are then taken as a smooth orthonormal basis of the space spanned by the partners; under a rigid translation this space is the degenerate eigenspace. The state chosen at the shifted geometry therefore lies in the same eigenspace, so $\tilde\psi_n(R+\mathbf t)=\sum_kU(\mathbf t)\tilde\psi_k\,w_{kn}(\mathbf t)$ with $w$ unitary and $w(0)=1$. The derivative at $\mathbf t=0$ is $\sum_a\partial_a\tilde\psi_n$ on the left, and on the right $\partial_{\mathbf t}U=-\nabla$ and $W=\partial_{\mathbf t}w$. Differentiating $w^\dagger w=1$ gives $W^\dagger+W=0$. ∎

## Proof of the theorem

(A) The product rule gives $\partial_a\psi_n=T\,\partial_a\tilde\psi_n+(\partial_aT)\tilde\psi_n$. Multiplying by $\langle\psi_m|=\langle\tilde\psi_m|T^\dagger$ gives (A).

(B) The difference between the right sides of (B) and (A) follows from Lemma 2 with $x=\partial_a\tilde\psi_n$. The spheres $b\ne a$ contribute nothing by Lemma 3. In $\Omega_a$ completeness gives $\nabla P_a\tilde\psi_n=\nabla\tilde\psi_n$, so $\delta_a=\sum_ic^*_{mi}\langle\Delta\phi_i|(P_a-1)\nabla\tilde\psi_n\rangle$. The whole difference is
$$\sum_ic^*_{mi}\langle\Delta\phi_i|(P_a-1)\partial_a\tilde\psi_n\rangle+\delta_a=\sum_ic^*_{mi}\langle\Delta\phi_i|(P_a-1)(\partial_a+\nabla)\tilde\psi_n\rangle=0$$
by Lemma 3. The second terms differ by $\delta_a$ and the first terms by $-\delta_a$. H2 concerns $\tilde\psi_n$ and says nothing of $\nabla\tilde\psi_n$, so it does not force $\delta_a$ to vanish.

(C) For $\varepsilon_m\ne\varepsilon_n$ the $W$ term of Lemma 5 drops out by orthogonality, with metric $T^\dagger T$ in (A) and $S$ in (B). In (A) the $\tilde\psi_n$ are the functions for which $T\tilde\psi_n=\psi_n$ are the orthonormal all-electron orbitals. H1 gives $T(R+\mathbf t)=UTU^\dagger$, so for invertible $T$ they inherit Lemma 5 from the $\psi_n$ with the same $W$. In (B) they are the $S$-orthonormal solutions of the pseudo problem. Under H2 the two orthogonality relations coincide by Lemma 2. For (A), Lemmas 5 and 1 give the matrix element of
$$-T^\dagger T\nabla-T^\dagger[\nabla,T]=-T^\dagger T\nabla-T^\dagger\nabla T+T^\dagger T\nabla=-T^\dagger\nabla T .$$
For (B), Lemma 1 turns $\langle\partial_ap_j|$ into $\langle p_j|\nabla$, so the $q$ parts of the $D_a$ sum to $(S-1)\nabla$, and the operator is
$$-S\nabla+(S-1)\nabla-\sum_a\sum_{ij}|p_i\rangle g_{ij}\langle p_j|=-\nabla-\sum_a\sum_{ij}|p_i\rangle g_{ij}\langle p_j|,$$
whose matrix element is $-\mathbf G_{mn}$. H2 was not used. Finally the integral $\langle\psi_m|\nabla\psi_n\rangle$ is split into regions. Outside the spheres $\psi=\tilde\psi$. Inside $\Omega_a$, under H2, the all-electron integrand gives $\sum c^*_{mi}\langle\phi_i|\nabla\phi_j\rangle c_{nj}$ and the pseudo integrand gives $\sum c^*_{mi}\langle\tilde\phi_i|\nabla\tilde\phi_j\rangle c_{nj}$. Their difference is $\sum c^*_{mi}g_{ij}c_{nj}$, so $\langle\psi_m|\nabla|\psi_n\rangle=\mathbf G_{mn}$. ∎

This part has proved the two PAW forms (A) and (B) of the coupling vector and the sum rule (C), in which the all-electron gradient appears under the stated assumptions. What remains are remarks on the scope and meaning of these results, and a one-dimensional example that tests them numerically.
